The Usadel equation from the Eilenberger equation, and the normal-wire kink, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Eilenberger equation to the Usadel equation

### 1. Definitions and conventions

The system is a metal with spin-singlet s-wave pairing, in equilibrium at temperature T, with non-magnetic impurities. The Pauli matrices τ₁, τ₂, τ₃ act on the particle and hole components. The products needed are

τ₃τ₁ = iτ₂, τ₁τ₃ = −iτ₂, τ₁² = τ₃² = 1.

A plain τ without an index is the impurity scattering time. The other symbols are:

- n: unit vector along the Fermi velocity; v: Fermi speed
- ℓ = vτ: mean free path
- ω = (2m+1)πk_BT with m = 0, 1, 2, …: positive Matsubara energy
- Δ: pair potential, taken real
- ⟨…⟩: average over all directions n in three dimensions
- [X,Y] = XY − YX and {X,Y} = XY + YX

The quasiclassical function g(n,r) is a 2×2 matrix. It is what remains of the matrix Green function after the distance of the momentum from the Fermi surface has been integrated out. Its diagonal elements describe normal electrons and holes, and its off-diagonal elements describe pairs. Variations on the scale of the Fermi wavelength are no longer contained in it, so that wavelength must be short compared with ℓ and with every length over which Δ changes.

The starting point is the Eilenberger equation with isotropic impurity scattering in the Born approximation:

ħv n·∇g + [H + (ħ/2τ)⟨g⟩, g] = 0, H = ωτ₃ + Δτ₁. (1)

The first term carries g along a straight path. The matrix H contains the energy and the pairing. The impurity term contains the average ⟨g⟩ because an isotropic scatterer sends an electron into all directions with equal weight. This average is part of the solution, so (1) couples all directions to one another.

### 2. Normalization and the uniform state

Equation (1) is homogeneous in the sense that it does not fix the size of g; a second condition does. Write K for the first entry of the commutator in (1). Then

ħv n·∇(g²) = ħv(n·∇g)g + g ħv(n·∇g)
= −[K,g]g − g[K,g]
= −(Kg² − gKg + gKg − g²K)
= −[K,g²].

If g² is the unit matrix at one point of a path, the right side vanishes there, and g² = 1 solves this equation along the whole path. The trace of (1) gives n·∇ tr g = 0, since a commutator has no trace. Thus tr g keeps its value along the path as well. In a normal metal with ω > 0 one has g = τ₃, which gives

g² = 1, tr g = 0. (2)

In a uniform superconductor g does not depend on n, so ⟨g⟩ = g and the impurity term is [g,g] = 0. What is left is [H,g] = 0. A traceless matrix that commutes with H is a multiple of H. Because

H² = ω² + Δ² + ωΔ(τ₃τ₁ + τ₁τ₃) = ω² + Δ²,

the normalized solution is

g = (ωτ₃ + Δτ₁)/Ω, Ω = √(ω² + Δ²). (3)

The positive sign follows from g = τ₃ at Δ = 0. For a given Δ, non-magnetic impurities leave this uniform state unchanged within the present model. They matter as soon as g varies in space.

### 3. Which components occur without a supercurrent

With real Δ and no supercurrent, the average of g contains τ₁ and τ₃ but no τ₂. To see this, transpose (1). Transposition reverses the order of products and therefore the sign of a commutator:

ħv n·∇gᵀ − [Kᵀ, gᵀ] = 0.

Now define g̃(n) = gᵀ(−n). Replacing n by −n in the last line and multiplying by −1 gives

ħv n·∇g̃ + [Kᵀ, g̃] = 0.

Since H is symmetric, Kᵀ = H + (ħ/2τ)⟨g̃⟩. So g̃ solves the same problem as g. If the boundary conditions impose no phase difference and the solution is unique, the two are equal:

g(n) = gᵀ(−n). (4)

The matrices τ₁ and τ₃ are symmetric and τ₂ is antisymmetric. By (4) the coefficients of τ₁ and τ₃ are therefore even in n, and that of τ₂ is odd. An odd coefficient has zero average.

### 4. An identity that holds at any mean free path

Let G = ⟨g⟩, and average (1) over directions. The impurity term becomes (ħ/2τ)[G,G], which is zero. Hence

ħv ∇·⟨n g⟩ + [H,G] = 0. (5)

No approximation has been made. Isotropic scattering redistributes g among the directions but does not change its average. The diffusion equation follows once the flux ⟨n g⟩ is expressed through G.

### 5. Expansion in angular harmonics

Frequent scattering makes g nearly isotropic. Write

g = G + n·A + g₂, (6)

where A is a vector whose components A_i are matrices, and g₂ contains the second and higher harmonics. The needed averages are

⟨n_i⟩ = 0, ⟨n_i n_j⟩ = δ_ij/3.

The factor 1/3 follows because the three averages ⟨n_i²⟩ are equal and sum to one. The harmonics in g₂ are orthogonal to 1 and to n, so ⟨n g⟩ = A/3.

Multiply (1) by 3n_i and average. With summation over j, the four contributions are

- from G in the gradient term: 3ħv⟨n_i n_j⟩∂_jG = ħv ∂_iG
- from A in the gradient term: zero, because a product of three components of n has zero average
- from g₂ in the gradient term: 3ħv ∂_j⟨n_i n_j g₂⟩
- from the commutator: [H,A_i] + (ħ/2τ)[G,A_i]

Together,

ħv ∂_iG + 3ħv ∂_j⟨n_i n_j g₂⟩ + [H,A_i] + (ħ/2τ)[G,A_i] = 0. (7)

### 6. The small parameters

Let G vary over a length L. In (7) the gradient of G is balanced by the impurity term, so A is of order ℓ/L.

The term [H,A] is smaller than the impurity term by a factor of order ωτ/ħ or Δτ/ħ.

For g₂, consider two parts. Any matrix X can be split into

X = (X + GXG)/2 + (X − GXG)/2.

For G² = 1 the first part commutes with G and the second anticommutes with it. The second harmonic of (1) contains (ħ/2τ)[G,g₂] and the gradient of A multiplied by ħv. This makes the anticommuting part of g₂ of order (ℓ/L)A, or (ℓ/L)². The commuting part is fixed by g² = 1, whose second harmonic reads, to leading order,

{G,g₂} = −(n·A)² + A·A/3.

It is also of order (ℓ/L)². The g₂ term in (7) is therefore smaller than ħv∇G by a factor (ℓ/L)².

The dirty limit is the set of conditions

ωτ/ħ ≪ 1, Δτ/ħ ≪ 1, (ℓ/L)² ≪ 1. (8)

The first and the third are related. With D = vℓ/3 one has τ = ℓ²/(3D). If L is the length ξ = √(ħD/2ω), which will govern the normal wire, then

ωτ/ħ = ωℓ²/(3ħD) = ℓ²/(6ξ²).

Neglecting [H,A] is thus an approximation of the same order as neglecting g₂.

The matrix H may be dropped from (7) but not from (5). In (7) it competes with the large impurity term. In (5) that term has cancelled, and H competes with the weak diffusion term.

### 7. The first harmonic and the Usadel equation

Insert (6) into g² = 1. The average and the first harmonic give, to leading order,

G² = 1, {G,A_i} = 0. (9)

The correction to the first relation is −A·A/3, of order (ℓ/L)², and is dropped with the others.

Because GA_i = −A_iG, the commutator is [G,A_i] = 2GA_i. Equation (7) without its small terms becomes

ħv ∂_iG + (ħ/τ)GA_i = 0.

Multiply from the left by Gτ/ħ and use G² = 1:

A = −ℓ G∇G. (10)

This agrees with (9). Differentiating G² = 1 gives (∇G)G + G∇G = 0. Therefore G(G∇G) = ∇G and (G∇G)G = −G²∇G = −∇G, so that G∇G anticommutes with G.

Equation (10) is the matrix form of Fick's law. In ordinary diffusion the flux is proportional to minus the gradient of the density. Here the factor G in front of the gradient comes from the impurity commutator [G,A] = 2GA. The plain gradient ∇G would also anticommute with G, but it does not solve (7).

Put ⟨n g⟩ = A/3 into (5):

(ħv/3)∇·(−ℓ G∇G) + [H,G] = 0.

With the diffusion constant

D = vℓ/3 (11)

this is the Usadel equation:

ħD ∇·(G∇G) = [ωτ₃ + Δτ₁, G], G² = 1. (12)

Here D is constant within each metal. The direction n has disappeared, and the only material constant left on the diffusion side is D.

### 8. How large the error is

Multiply (1) by τ/ħ and use τ = ℓ²/(3D):

ℓ n·∇g + [ℓ²H/(3ħD) + G/2, g] = 0.

This equation is unchanged if ℓ and n both change sign. The average over n cannot notice the change of n, so G is even in ℓ. If G has a regular expansion in ℓ at fixed D and smooth Δ(x), its first correction is of order ℓ².

This was tested on the angle-resolved equation (1), including its self-consistent average, with Δ(x) = (1 + cos x)/2 and ω = 0.5. The units are ħ = D = 1, with the maximum of Δ also equal to one. The largest difference between the orientation angle of ⟨g⟩ in the τ₃–τ₁ plane and the Usadel angle was

- ℓ = 0.20: 5.0×10⁻³ rad
- ℓ = 0.10: 1.3×10⁻³ rad
- ℓ = 0.05: 3.2×10⁻⁴ rad

The last halving reduces the error by a factor 3.98, close to the factor 4 of an ℓ² law. At ℓ = 0.05 the largest difference between the first harmonic and (10), evaluated with the Usadel solution, is 1.0×10⁻³ times the largest value that (10) takes.

The argument needs smooth profiles. At an interface, g can have further structure within a distance of about ℓ. Equation (12) does not resolve it. This layer can shift the boundary value seen from far away at first order in ℓ/L; section 15 gives the size for the example.

### 9. The angle form

By section 3, G has only τ₁ and τ₃ components. Their squares add to one, so a single angle is enough:

G = τ₃ cosθ + τ₁ sinθ. (13)

Here cosθ is the normal component and sinθ the pair amplitude. The value θ = 0 describes a normal metal without induced pairing.

For the left side of (12), differentiate:

∇G = (−τ₃ sinθ + τ₁ cosθ)∇θ.

Multiply by G and keep the order of the matrices:

G∇G = ∇θ[−cosθ sinθ τ₃² + cos²θ τ₃τ₁ − sin²θ τ₁τ₃ + sinθ cosθ τ₁²].

The first and last terms cancel. Since τ₁τ₃ = −iτ₂, the other two add:

G∇G = iτ₂(cos²θ + sin²θ)∇θ = iτ₂∇θ. (14)

For the right side, equal matrices commute, which leaves

[H,G] = ω sinθ [τ₃,τ₁] + Δ cosθ [τ₁,τ₃]
= 2iτ₂(ω sinθ − Δ cosθ). (15)

The matrix iτ₂ is common to both sides, and the coefficients give

(ħD/2)∇²θ = ω sinθ − Δ cosθ. (16)

In a uniform metal tanθ = Δ/ω, in agreement with (3). For small θ and Δ the equation becomes (ħD/2)∇²θ = ωθ − Δ: the pair potential creates pair amplitude, diffusion spreads it, and the energy term removes it at the rate 2ω/ħ. The full equation is nonlinear because G is normalized.

## Second half: the kink in a normal wire

### 10. Symbols and results carried over

The average quasiclassical matrix is G = τ₃ cosθ + τ₁ sinθ, with normal component cosθ and pair amplitude sinθ. The positive Matsubara energy is ω, the real pair potential is Δ, and Ω = √(ω² + Δ²). The diffusion constant is D = vℓ/3, with Fermi speed v, mean free path ℓ = vτ and scattering time τ. In the dirty limit, without a supercurrent,

(ħD/2)∇²θ = ω sinθ − Δ cosθ, G∇G = iτ₂∇θ. (17)

A uniform superconductor has the angle θ_S = arctan(Δ/ω), which lies between 0 and π/2.

### 11. The wire equation and its first integral

A normal wire without pairing interaction occupies x > 0, and a superconductor lies at x < 0. The wire is uniform over its cross-section, so θ depends on x alone. With Δ = 0, (17) becomes

θ″ = sinθ/ξ², ξ = √(ħD/2ω). (18)

The length ξ is √(Dt) for the time t = ħ/(2ω) in which pair amplitude decays. The boundary conditions are θ(0) = θ₀ with 0 < θ₀ < π, and θ → 0 far away. The value of θ₀ is considered in section 14.

Multiply (18) by θ′. Both sides are then derivatives:

(θ′²/2)′ = −(cosθ)′/ξ².

Hence θ′²/2 + cosθ/ξ² is constant along the wire. Far away θ and θ′ vanish, so the constant is 1/ξ². With 1 − cosθ = 2 sin²(θ/2),

θ′² = (2/ξ²)(1 − cosθ) = (4/ξ²) sin²(θ/2).

The slope could change sign only where sin(θ/2) = 0. The solution starts between 0 and π and has to fall to zero, so the negative root applies:

θ′ = −(2/ξ) sin(θ/2). (19)

Equation (18) is also that of a pendulum whose angle is measured from the upright position, with x in the place of time. The wire solution is the motion that approaches the upright position with no speed to spare and needs infinite time to reach it.

### 12. The second integral

The derivative of ln tan(θ/4) with respect to θ is

(1/4)/[sin(θ/4) cos(θ/4)] = 1/[2 sin(θ/2)].

By the chain rule and (19),

d/dx ln tan(θ/4) = θ′/[2 sin(θ/2)] = −1/ξ.

The right side is constant, and integration from 0 to x gives

tan(θ/4) = tan(θ₀/4) e^(−x/ξ). (20)

This is the exact solution of the Usadel equation for the stated boundary conditions. It is not an exact solution of the Eilenberger equation, from which the Usadel equation follows in the dirty limit. A numerical boundary-value solution of (18) agrees with (20) to about 10⁻¹⁰ rad.

The physical components follow without computing θ itself. Let u = tan(θ/4). Then sin(θ/2) = 2u/(1+u²) and cos(θ/2) = (1−u²)/(1+u²), so

sinθ = 4u(1−u²)/(1+u²)²,
cosθ = 1 − 8u²/(1+u²)². (21)

The Usadel equation has been derived from the Eilenberger equation in the dirty limit and solved exactly in the normal wire for a given boundary angle θ₀. What remains is to interpret the solution as part of a kink, to determine θ₀, and to work out a numerical example and the density of states.
